# When angular ripples on a growing discharge column outpace its radius

Suppose that a conducting discharge column in an insulator grows from a radius of 10 µm to 20 µm, and that a two-lobed ripple on its surface meanwhile grows from 50 nm to 76 nm. Judged by its height, the ripple is unstable, and one would expect the column to turn into fingers. Yet the ripple has fallen from 0.50 % of the radius to 0.38 %. The column has become rounder, and the field enhancement at its crests has decreased. A stability criterion that does not say which amplitude it refers to can therefore give the wrong forecast of the shape. The quantity that decides between a compact column and a fingered one is the ripple height divided by the radius. Its growth condition follows from electrostatics and the speed law alone.

Consider a long column in a uniform insulator of permittivity $\varepsilon$, with nothing varying along its axis. The column conducts well enough to be an equipotential at voltage $V>0$. It is surrounded by a grounded coaxial electrode of radius $L$, and the insulator carries no space charge. In polar coordinates the surface of the column is

$$
r_s(\theta,t)=R(t)+\delta_m(t)\cos m\theta ,\qquad a_m=\frac{\delta_m}{R},
$$

where $m\ge 1$ is an integer, $R$ is the mean radius, $\delta_m$ the absolute amplitude and $a_m$ the relative amplitude. The surface advances along its outward normal with speed

$$
v=K E^{\eta},\qquad K>0,\quad \eta>0,
$$

where $E$ is the magnitude of the field just outside it. The calculation is to first order in the ripple, which requires both $m|a_m|$ and $\eta(m-1)|a_m|$ to be small. To this order different modes evolve independently, so one mode is enough. At second order mode $m$ generates mode $2m$, which can matter after long growth or for large $m$.

Without a ripple, the potential depends on $r$ alone. Laplace's equation, $(r\phi_0')'=0$, makes $r\phi_0'$ a constant. Calling this constant $-E_0R$ makes $E_0$ the outward field at $r=R$, and the conditions $\phi_0(R)=V$ and $\phi_0(L)=0$ give

$$
\phi_0(r)=V-E_0R\ln\frac{r}{R},\qquad E_0=\frac{V}{R\ln(L/R)} .
$$

The ripple adds a small potential $\phi_1$, which also obeys Laplace's equation and has the angular dependence $\cos m\theta$. Its radial part is a combination of $r^{m}$ and $r^{-m}$. If the outer electrode is remote, $L\gg R$, the growing solution is absent, and

$$
\phi_1=b\left(\frac{R}{r}\right)^{m}\cos m\theta .
$$

The constant $b$ follows from the condition that the displaced surface, not the circle $r=R$, is at voltage $V$. On that surface

$$
\phi_0(r_s)=V-E_0R\ln\!\left(1+\frac{\delta_m}{R}\cos m\theta\right)
\simeq V-E_0\delta_m\cos m\theta ,
$$

because $\ln(1+x)\simeq x$. In $\phi_1$, which is already small, $r_s$ may be replaced by $R$, so that $\phi_1\simeq b\cos m\theta$. The sum equals $V$ at every angle if

$$
b=E_0\delta_m .
$$

The sign has a direct reading. A crest reaches into a region where the unperturbed potential is below $V$, and the correction must raise it back.

The radial field is $E_r=-\partial\phi/\partial r$, which gives

$$
E_r=\frac{E_0R}{r}+\frac{mE_0\delta_m}{R}\left(\frac{R}{r}\right)^{m+1}\cos m\theta .
$$

At $r=r_s$ the first term becomes $E_0/(1+a_m\cos m\theta)\simeq E_0(1-a_m\cos m\theta)$. In the second term $r$ may be set to $R$. Hence

$$
E_r=E_0\left[1-a_m\cos m\theta+m\,a_m\cos m\theta\right].
$$

The angular field component is itself of first order. It enters the magnitude $E=\sqrt{E_r^2+E_\theta^2}$ through its square, and so at second order. To first order, therefore,

$$
E=E_0\left[1+(m-1)\,a_m\cos m\theta\right].
$$

Two effects compete here. A crest lies farther from the axis, where the field of a round column is weaker; this is the $-1$. A crest also concentrates surface charge, and does so more strongly the shorter the ripple, because the disturbance of the potential decays over a distance of about $R/m$; this is the $m$. For $m=1$ they cancel. A first-order ripple with $m=1$ is a sideways shift of the circle, and a shifted circle far from any other electrode has a uniform surface field.

The speed law refers to the normal direction, whereas $r_s$ changes along the radius. The surface is the set of points where $F=r-r_s(\theta,t)$ vanishes, and its normal speed is $-\partial_tF/|\nabla F|$, so

$$
v=\frac{\partial r_s/\partial t}{\sqrt{1+(r_s'/r_s)^2}},\qquad r_s'=\frac{\partial r_s}{\partial\theta}.
$$

The slope $r_s'/r_s$ is of first order, and its square can be dropped. The radial speed then equals the normal speed. With $(1+x)^\eta\simeq 1+\eta x$,

$$
\frac{dR}{dt}+\frac{d\delta_m}{dt}\cos m\theta
=KE_0^{\eta}\left[1+\eta(m-1)\frac{\delta_m}{R}\cos m\theta\right].
$$

The terms independent of angle and those proportional to $\cos m\theta$ must agree separately:

$$
\frac{dR}{dt}=KE_0^\eta,\qquad
\frac{d\delta_m}{dt}=\eta(m-1)\frac{\delta_m}{R}\frac{dR}{dt}.
$$

Dividing the second equation by the first removes $K$, $E_0$ and the time:

$$
\frac{d\ln\delta_m}{d\ln R}=\eta(m-1).
$$

Since $\ln a_m=\ln\delta_m-\ln R$ (for a positive amplitude; a negative one is a rotated ripple), the relative amplitude obeys

$$
\frac{d\ln a_m}{d\ln R}=\eta(m-1)-1,\qquad
a_m(R)=a_m(R_0)\left(\frac{R}{R_0}\right)^{\eta(m-1)-1},
$$

where $R_0$ is the starting radius. Within this model, the relative amplitude grows if and only if

$$
\eta(m-1)>1,\qquad\text{that is}\qquad m>m_c=1+\frac1\eta .
$$

At equality it stays constant to first order, and below equality it decays. The condition can be read as a race. The crest runs ahead of the mean surface by the fraction $\eta(m-1)a_m$ of the mean speed. To keep its share of an expanding radius it must run ahead by the fraction $a_m$. The threshold is where the two are equal.

The absolute amplitude has no such threshold: it grows for every $m\ge2$. The two amplitudes answer different questions. How far the deepest point of the discharge has penetrated depends on $R+\delta_m$. The shape, and with it the relative field enhancement $(m-1)a_m$ at a crest, depends on $a_m$. For modes between $m=1$ and $m_c$ the ripple becomes taller while its crests become less dangerous relative to the mean field.

The voltage may change during growth. It sets $E_0$, and hence how soon a given radius is reached, but it cancels from the relation between amplitude and radius as long as the surface keeps advancing and $\eta$ stays the same.

Some special values show what the exponent means. For $m=1$ the absolute shift is constant and $a_1\propto1/R$: the column does not move sideways, it merely outgrows its initial offset. For $\eta=1$ the mode $m=2$ is marginal and all higher modes grow. For $\eta=1.5$ the exponents of $m=2$ and $m=3$ are $0.5$ and $2$, so every mode from two upward grows. As $\eta\to0$ the speed no longer depends on the field, $m_c$ tends to infinity, and every ripple fades relative to the radius. For any positive $\eta$, however, sufficiently short ripples grow, and the exponent increases with $m$ without limit. Two modes with numbers $m$ and $n$ change their ratio as $a_m/a_n\propto R^{\eta(m-n)}$, so the finer one gains. This also limits the forecast for a decaying mode, because it seeds its harmonics at second order. For $\eta=0.6$ a pure $m=2$ ripple of 0.5 % generates an $m=4$ component, which grows and reaches about a quarter of $a_2$ once the radius has increased thirtyfold, although both are then below 0.2 %. A smooth-surface model cannot be trusted on this point once the ripple length $2\pi R/m$ approaches the width of a single discharge channel, and the theory itself contains no smallest length.

The remote electrode is a real condition. With a grounded circle at finite $L$, the correction must vanish there, which requires both powers of $r$:

$$
\phi_1=E_0\delta_m\,
\frac{(L/r)^m-(r/L)^m}{(L/R)^m-(R/L)^m}\cos m\theta .
$$

It still equals $E_0\delta_m\cos m\theta$ at $r=R$. Its contribution to the outward field at the column is

$$
-\left.\frac{\partial\phi_1}{\partial r}\right|_{R}
=\frac{mE_0\delta_m}{R}\,
\frac{(L/R)^m+(R/L)^m}{(L/R)^m-(R/L)^m}\cos m\theta .
$$

The fraction is $\coth[m\ln(L/R)]$, so $m$ is replaced by $m\coth[m\ln(L/R)]$ and the growth law becomes

$$
\frac{d\ln a_m}{d\ln R}
=\eta\left[m\coth\!\left(m\ln\frac LR\right)-1\right]-1 .
$$

The hyperbolic cotangent exceeds one, so a nearby electrode favours ripples. Take $\eta=0.6$, $m=2$ and $L/R=1.5$. The simple criterion gives $\eta(m-1)=0.6<1$ and predicts decay, but the exponent is $0.6[2\coth(2\ln1.5)-1]-1=+0.19$, and the mode grows. The statement that a mode grows only if $\eta(m-1)>1$ therefore fails when the column has crossed much of the gap. A sideways shift, $m=1$, also ceases to be neutral: its absolute amplitude now grows, because the side nearer to the electrode has the stronger field.

For a worked example, let a bush-like discharge column form around a thin wire in polyethylene insulation. The parameters are round choices: $R$ grows from 10 to 20 µm, $L=5$ mm and $\eta=0.6$. The voltage is raised so that the mean surface field stays at 4 MV/cm, which is 0.4 kV/µm. From $V=E_0R\ln(L/R)$,

$$
V_{\rm start}=0.4\times10\times\ln500\ \text{kV}=24.9\ \text{kV},
$$

$$
V_{\rm end}=0.4\times20\times\ln250\ \text{kV}=44.2\ \text{kV}.
$$

At constant field the front speed is constant. With a chosen value of 10 µm/s the radius doubles in 1 s.

The critical number is $m_c=1+1/0.6=2.67$, so $m=3$ is the first mode to grow in relative terms. Let each mode in turn start with $a_m=0.50$ %, which is 50 nm. After the radius has doubled,

$$
a_2=0.50\,\%\times2^{-0.4}=0.379\,\%,\qquad \delta_2=75.8\ \text{nm},
$$

$$
a_3=0.50\,\%\times2^{0.2}=0.574\,\%,\qquad \delta_3=114.9\ \text{nm},
$$

$$
a_6=0.50\,\%\times2^{2}=2.00\,\%,\qquad \delta_6=400\ \text{nm}.
$$

All three ripples are taller than at the start, but the first has lost ground to the radius. To first order, the field at the crests of the sixth mode is then $4\,(1+5\times0.02)=4.4$ MV/cm.

The equations can also be solved without assuming a small ripple. An integral equation for the surface charge gives the field on the deformed column, and the surface is then advanced by a fourth-order Runge–Kutta method. With 96 surface points this gives 0.379 %, 0.574 % and 1.966 % for the three modes. For $m=6$ the linear value is thus about 2 % too high, relative to the full solution. That is the size to be expected of neglected terms of relative order $(ma_m)^2$, since $(6\times0.02)^2$ is about 0.014. The crest field is less accurate than the amplitude. The sixth mode generates a twelfth harmonic of about $-0.4$ % of the radius, which flattens the crests and, weighted by $m-1=11$, lowers the crest field by about 4 % of the mean, against the first-order enhancement of 10 %. The value 4.4 MV/cm is therefore only a rough figure and lies above the full result.

Three further effects can change the exponents, and each can be included to first order. The first is a different speed law. For a general increasing function $v=f(E)$, a small relative change of field changes the speed by the factor $1+(Ef'/f)\,\Delta E/E$, so $\eta$ is replaced by the local slope $Ef'/f$ at $E_0$. If growth stops below a cutoff field $E_c$, then $f=K(E-E_c)^\eta$ and

$$
\eta_{\rm loc}=\frac{\eta E_0}{E_0-E_c}=\frac{\eta}{1-E_c/E_0}.
$$

With an assumed cutoff of 1 MV/cm, $\eta_{\rm loc}=0.6/0.75=0.80$. The exponents of modes 2 and 3 move from $-0.40$ and $+0.20$ to $-0.20$ and $+0.60$.

The second effect is charge injected into the insulator. Let its density be axially symmetric and unaffected by the ripple, with value $\rho$ at the surface, counted positive when it has the sign of the column. Gauss's law, $(rE)'/r=\rho/\varepsilon$, changes the radial slope of the unperturbed field at the surface to

$$
\left.\frac{dE}{dr}\right|_R=-\frac{E_0}{R}+\frac{\rho}{\varepsilon}.
$$

The correction $\phi_1$ still obeys Laplace's equation, because the charge density has not changed, and $b=E_0\delta_m$ still holds, because it depends only on the field at the surface. The factor $m-1$ therefore becomes

$$
m-1+\frac{\rho R}{\varepsilon E_0}.
$$

For an assumed 30 C/m³ and a relative permittivity of 2.3, the added term is 0.037 at 10 µm and 0.074 at 20 µm. At the larger radius the exponents are $-0.36$ and $+0.24$, a small change. A denser charge would matter more: mode 2 grows once the added term exceeds $1/\eta-1=0.67$, which at 20 µm takes about 270 C/m³. This holds only for charge fixed in space. If the charge forms a layer of thickness $d$ that follows the rippled surface, the added term is multiplied by $1-[R/(R+d)]^{m-1}$, about 0.05 for mode 2 with $d=1$ µm at 20 µm, and the mode still decays. Real injection rises steeply with the field, puts more charge in front of the crests and screens them. In a steady drift model with injected current proportional to $E^5$ and an added term of 0.7, the exponent of mode 2 is about $-0.7$, below the charge-free value. The fixed-charge result is therefore not a forecast for injection from the column.

The third effect is structure along the axis. For a ripple proportional to $\cos m\theta\cos kz$, the radial part $F$ of the correction obeys

$$
F''+\frac{F'}{r}-\left(k^2+\frac{m^2}{r^2}\right)F=0 .
$$

The solution that decays outward is the modified Bessel function $K_m(kr)$. The field contribution $-F'/F$ at the surface then replaces $m$ by

$$
G_m(x)=-\frac{xK_m'(x)}{K_m(x)},\qquad x=kR .
$$

For small $x$, $K_m\propto x^{-m}$ and $G_m\to m$, as it should. For an axial wavelength of 60 µm, $G_2$ is 2.40 at $R=10$ µm and 3.18 at 20 µm. The exponent $\eta(G_2-1)-1$ rises from $-0.16$ to $+0.31$: a two-lobed ripple that is also modulated along the axis still decays at the smaller radius, but grows at the larger one, where a purely angular ripple would decay. Of these three effects, at the values assumed, this one alone reverses the verdict for mode 2. Mode 3 grows in every case.

The outer electrode, at 250 radii or more, changes the exponents of modes 2 and 3 by less than $10^{-9}$. The assumption of an equipotential column can also be sized. At constant surface field, the charge per length $2\pi\varepsilon E_0R$ increases at the rate $2\pi\varepsilon E_0v$. If it is supplied radially, the current density at the surface is $\varepsilon E_0v/R$, and the field just inside the surface of a column of conductivity $\sigma$ is $\varepsilon v/(\sigma R)$ times $E_0$. For an assumed $\sigma=10^{-3}$ S/m this ratio is $2\times10^{-8}$; towards the wire the inner field rises as $1/r$. The estimate covers neither the charging current of an alternating voltage nor a voltage drop along a column that is fed from one end.

The real counterpart is the electrical tree, a growth of narrow discharge channels in a polymer. Fields of some MV/cm are the right rough scale for the polymer next to a sharp electrode, but a wire that fits inside a column of 10 µm radius is far thinner than a power-cable conductor, and the values of $\eta$, speed, cutoff and conductivity are assumptions, not data for polyethylene. A tree is not a smooth cylinder. At the start the sixth mode has a length of 10.5 µm along the circumference, about ten times a rough channel width of 1 µm, but the ripple heights of 50 to 400 nm are smaller than one channel. The worked numbers therefore illustrate the law for an ideally smooth column and do not describe the outline of a real tree. Nor is a tree uniform along the axis, and for the wavelength considered this shifts the exponent of mode 2 by 0.24 at the start and 0.71 at the end. The condition $\eta(m-1)>1$ applies to small, purely angular ripples on a smooth, well-conducting column far from the other electrode, with little space charge in the insulator and with $\eta$ taken as the local slope of the speed law at the field in question.
